\section*{Why the Zeta Potential Is Not the Surface Potential}

\section{What the flow measures}

\textbf{Q.} I measured a zeta potential of $-59$ mV for an oxide-like surface in 10 mmol/L salt. So the solid surface is at $-59$ mV. In 100 mmol/L salt I found about $-24$ mV, so the surface has lost more than half of its potential, and presumably much of its charge.

\textbf{A.} Neither conclusion follows. Ask first which potential your experiment responds to. Take a flat wall with the liquid at $x>0$, and apply a field $E$ along the wall. The liquid carries a charge density $\rho(x)$, so the field drags it. Suppose that the liquid is at rest up to a slip plane $x=x_s$ and has uniform viscosity $\eta$ beyond it. In steady flow, with no pressure gradient,
\begin{equation}
\eta u''=-\rho E,\qquad u(x_s)=0,\qquad u'(\infty)=0 .
\end{equation}
Measure the potential $\psi$ from the bulk solution. In Gaussian units Poisson's equation is $\psi''=-4\pi\rho/\varepsilon$. Integrating the flow equation from $x$ to infinity, where $u'$ and $\psi'$ vanish, gives
\begin{equation}
\eta u'(x)=E\int_x^\infty\rho\,dx'
=-\frac{\varepsilon E}{4\pi}\bigl[\psi'(\infty)-\psi'(x)\bigr]
=\frac{\varepsilon E}{4\pi}\psi'(x).
\end{equation}
Integrate again, from $x_s$ to infinity:
\begin{equation}
u_\infty=\frac{\varepsilon E}{4\pi\eta}\bigl[0-\psi(x_s)\bigr]
=-\frac{\varepsilon\zeta E}{4\pi\eta},\qquad \zeta\equiv\psi(x_s).
\end{equation}
The potential of the solid does not appear. The flow reports the potential at the place where the liquid begins to move. For a particle moving in a field, the same relation with the opposite sign requires a particle radius much larger than the double-layer thickness, and negligible surface conduction.

\section{From the solid to the slip plane}

\textbf{Q.} The slip plane is less than a nanometre from the solid. Can the potential change much over that distance?

\textbf{A.} It can. The field of a charged wall is strong close to the solid, and stronger still if the dielectric constant there is lower than in the bulk liquid. Ions also cannot approach the solid arbitrarily closely, so they do not screen the field in the first fraction of a nanometre. Model the region next to the wall as a Stern layer of thickness $d$ and dielectric constant $\varepsilon_S$, containing no charge. Let the solid carry charge $\sigma_0$ per area, with no field inside the solid. Gauss's law gives the field $4\pi\sigma_0/\varepsilon_S$ throughout the layer. If $\psi_0$ is the surface potential and $\psi_d$ the potential at the outer edge (the Stern plane), then
\begin{equation}
\psi_0-\psi_d=\frac{4\pi d}{\varepsilon_S}\sigma_0=\frac{\sigma_0}{C_S},
\qquad C_S=\frac{\varepsilon_S}{4\pi d}. \label{stern}
\end{equation}

Beyond the Stern plane, take a 1:1 salt with $n$ ions of each sign per volume in the bulk. In the mean-field approximation the ion densities are $ne^{\mp y}$, with $y=e\psi/kT$ and $e>0$. Then $\rho=ne(e^{-y}-e^{y})=-2ne\sinh y$, and Poisson's equation becomes
\begin{equation}
y''=\kappa^2\sinh y,\qquad \kappa^2=\frac{8\pi ne^2}{\varepsilon kT}.
\end{equation}
Multiply by $y'$ and integrate, using $y=y'=0$ in the bulk:
\begin{equation}
\tfrac12 y'^2=\kappa^2(\cosh y-1)=2\kappa^2\sinh^2(y/2)
\;\Rightarrow\; y'=-2\kappa\sinh(y/2). \label{first}
\end{equation}
The minus sign makes $|y|$ decay outwards. With no charge adsorbed in the Stern plane, Gauss's law just outside it reads $-\varepsilon\psi'=4\pi\sigma_0$. Inserting $\psi'=(kT/e)y'$ gives
\begin{equation}
\sigma_0=\frac{\varepsilon\kappa kT}{2\pi e}\sinh\frac{y_d}{2}. \label{grahame}
\end{equation}

Now put the slip plane a distance $\delta$ beyond the Stern plane. Since
\begin{equation}
\frac{d}{dy}\ln\tanh\frac{|y|}{4}=\frac{1}{4\sinh(y/4)\cosh(y/4)}=\frac{1}{2\sinh(y/2)},
\end{equation}
equation~(\ref{first}) says that $\ln\tanh(|y|/4)$ falls at the constant rate $\kappa$. Hence, with $y_\zeta=e\zeta/kT$,
\begin{equation}
\tanh\frac{y_\zeta}{4}=\tanh\frac{y_d}{4}\,e^{-\kappa\delta}. \label{slip}
\end{equation}
By (\ref{grahame}), $\psi_d$ has the sign of $\sigma_0$, and so does the Stern drop. The magnitudes therefore add, and $|\zeta|\le|\psi_d|<|\psi_0|$ for a charged surface without adsorption.

\textbf{Q.} What could that mean for my $-59$ mV?

\textbf{A.} Take round model values: $T=298.15$ K, $\varepsilon=80$, $\varepsilon_S=20$, $d=0.4$ nm and $\delta=0.5$ nm. They do not describe a particular material. The Stern drop is then 361.9 mV per $e/\mathrm{nm}^2$, and the Debye length $1/\kappa$ at 10 mmol/L is 3.071 nm. A surface charge of $-0.1438\,e/\mathrm{nm}^2$ gives $\psi_d=-72.9$ mV, so
\begin{equation}
\psi_0=-72.9+361.9(-0.1438)=-124.9\ \mathrm{mV}.
\end{equation}
For the slip plane, $y_d=-72.9/25.693=-2.837$, and
\begin{equation}
\tanh\frac{y_\zeta}{4}=-0.610\,e^{-0.5/3.071}=-0.519
\;\Rightarrow\; y_\zeta=-2.30,\quad \zeta=-59.0\ \mathrm{mV}.
\end{equation}
With these assumed values, the solid would be at about twice your measured potential. The factor rests on $C_S$, here 0.44 F/m$^2$ in SI units; larger capacitances are often fitted for oxides, and at the same charge 1 or 3 F/m$^2$ would give a factor of 1.6 or 1.4. A direct numerical solution of the Poisson--Boltzmann problem across both layers agrees with these potentials within 0.01 mV. That checks the mathematics, not the model's fidelity to a real interface.

\textbf{Q.} Then could I calibrate once, and multiply every zeta potential by about two?

\textbf{A.} No. Keep the charge and salt fixed but reduce $\varepsilon_S$ from 20 to 10. The Stern drop doubles, and $\psi_0$ becomes $-176.9$ mV. Equations~(\ref{grahame}) and (\ref{slip}) do not contain $\varepsilon_S$, so $\zeta$ stays at $-59.0$ mV. One zeta potential is compatible with different surface potentials.

\textbf{Q.} Is there a regime in which the two nearly agree?

\textbf{A.} Yes. For $|y|\ll1$, (\ref{grahame}) becomes $\psi_d=4\pi\sigma_0/(\varepsilon\kappa)$, and (\ref{slip}) becomes $\zeta=\psi_de^{-\kappa\delta}$. Adding the Stern drop gives
\begin{equation}
\frac{\zeta}{\psi_0}
=\frac{[4\pi/(\varepsilon\kappa)]e^{-\kappa\delta}}{4\pi/(\varepsilon\kappa)+4\pi d/\varepsilon_S}
=\frac{e^{-\kappa\delta}}{1+\kappa d\,\varepsilon/\varepsilon_S}.
\end{equation}
They agree when both $\kappa\delta$ and $\kappa d\,\varepsilon/\varepsilon_S$ are small: weakly charged surfaces in very dilute salt. With the model values the ratio is 0.82 at 1 mmol/L and 0.94 at 0.1 mmol/L. At large charge, $\psi_d$ grows only logarithmically with $\sigma_0$, because (\ref{grahame}) contains a sinh, while the Stern drop grows linearly. Dilution alone is then a weaker safeguard.

\section{What salt changes}

\textbf{Q.} Even if the values differ, surely a drop in $|\zeta|$ on adding salt shows an equal drop in $|\psi_0|$?

\textbf{A.} That depends on how the surface charges. Hold the pH fixed and write the charging law as $\sigma_0=f(\psi_0)$, with no separate dependence on salt. Define $C_R=-df/d\psi_0\ge0$, which measures how readily the surface changes its charge. Differentiate (\ref{stern}):
\begin{equation}
d\psi_0-d\psi_d=\frac{d\sigma_0}{C_S}=-\frac{C_R}{C_S}d\psi_0
\;\Rightarrow\;
\frac{d\psi_0}{d\psi_d}=\frac{C_S}{C_S+C_R}. \label{ratio}
\end{equation}
For fixed charge, $C_R=0$, and the two potentials shift equally. For fixed surface potential, $C_R\to\infty$, and $\psi_0$ does not move while $\psi_d$ does.

To find how far $\psi_d$ moves, note that $\kappa\propto\sqrt n$ in (\ref{grahame}). Therefore
\begin{equation}
d\sigma_0=\frac{\sigma_0}{2}\,d\ln n+C_D\,d\psi_d,\qquad
C_D=\frac{\varepsilon\kappa}{4\pi}\cosh\frac{y_d}{2}.
\end{equation}
The surface also requires $d\sigma_0=-C_R\,d\psi_0=-C_{\rm in}\,d\psi_d$, where (\ref{ratio}) gives $C_{\rm in}=C_SC_R/(C_S+C_R)$. Equating the two expressions,
\begin{equation}
\frac{d\psi_d}{d\ln n}=-\frac{\sigma_0/2}{C_D+C_{\rm in}}. \label{slope}
\end{equation}
Thus $|\psi_d|$ falls as salt is added. For $\zeta$, take the logarithm of the magnitudes in (\ref{slip}) and differentiate, with $d\kappa/d\ln n=\kappa/2$ and $\delta$ fixed. Multiplying the result by $2\sinh(y_\zeta/2)$ gives
\begin{equation}
\frac{dy_\zeta}{d\ln n}=\sinh\frac{y_\zeta}{2}
\left[\frac{dy_d/d\ln n}{\sinh(y_d/2)}-\kappa\delta\right].
\end{equation}
The first term in brackets is negative by (\ref{slope}), and the second cannot be positive. So $|\zeta|$ falls too, whichever charging law of this kind applies.

\textbf{Q.} Which case resembles a surface with acid groups?

\textbf{A.} One between the limits. Let $\Gamma$ sites per area dissociate, with ionized fraction $\alpha$. The proton concentration at the surface is the bulk value times $e^{-y_0}$, where $y_0=e\psi_0/kT$. Mass action then gives
\begin{equation}
\frac{\alpha}{1-\alpha}=10^{\mathrm{pH}-\mathrm{pK}}e^{y_0},\qquad \sigma_0=-e\Gamma\alpha.
\end{equation}
The logarithm of the first relation gives $d\alpha/dy_0=\alpha(1-\alpha)$, so $C_R=(e^2\Gamma/kT)\alpha(1-\alpha)$.

Choose $\Gamma=2.0\ \mathrm{nm}^{-2}$, pH 7.0 and pK 6.0. At 10 mmol/L this surface has the charge and potentials computed above, with $\alpha=0.0719$. Since $361.9/25.693=14.09$ converts charge into the Stern drop in units of $kT/e$,
\begin{equation}
\frac{C_R}{C_S}=2.0(0.0719)(0.9281)(14.09)=1.88,\qquad
\frac{d\psi_0}{d\psi_d}=\frac{1}{2.88}=0.347.
\end{equation}
The surface potential moves about one third as far as the Stern-plane potential. Over a wider range of salt:

\begin{center}
\begin{tabular}{rrrr}
salt (mmol/L) & $\psi_0$ (mV) & $\zeta$ (mV) & $\sigma_0$ ($e/\mathrm{nm}^2$)\\
1 & $-137.8$ & $-96.2$ & $-0.0895$\\
10 & $-124.9$ & $-59.0$ & $-0.1438$\\
100 & $-114.9$ & $-23.5$ & $-0.2051$
\end{tabular}
\end{center}

From 1 to 100 mmol/L, $|\zeta|$ falls by 76\% of its initial value and $|\psi_0|$ by 17\%. Meanwhile the surface charge more than doubles in magnitude. Screening makes $\psi_0$ less negative, fewer protons are drawn to the wall, and more sites dissociate. Your second measurement is therefore compatible with a surface that has gained charge.

\textbf{Q.} Is $\zeta$ then always the more sensitive of the two?

\textbf{A.} Not in millivolts. Compare three surfaces in the same state at 10 mmol/L. Per decade of salt, $\psi_0$ and $\zeta$ rise towards zero by 11.6 and 38.0 mV for the acid sites, by 0.0 and 34.1 mV at fixed surface potential, and by 52.6 and 52.0 mV at fixed charge. In the last case the slopes nearly coincide, although the potentials differ by a factor of two.

The fixed-charge surface also has a revealing limit. As $\kappa\to\infty$ within the model, $\psi_d$ and $\zeta$ go to zero, but $\psi_0$ tends to $\sigma_0/C_S=-52.0$ mV. This is a limit of the equations; at high concentration, ion size and correlations invalidate the mean-field description.

\section{Charge and sign}

\textbf{Q.} Can I at least put $\zeta$ into (\ref{grahame}) and obtain the surface charge?

\textbf{A.} You obtain the net charge on the solid side of the slip plane. Gauss's law applied at that plane, with (\ref{first}), gives
\begin{equation}
\sigma_\zeta=\frac{\varepsilon\kappa kT}{2\pi e}\sinh\frac{y_\zeta}{2}.
\end{equation}
It includes the counter-charge held in the stationary liquid between the Stern and slip planes. For the acid sites, $\sigma_\zeta/\sigma_0$ is 0.830, 0.730 and 0.540 at 1, 10 and 100 mmol/L. Two effects put a larger share of the counter-charge behind the slip plane: the Debye length shrinks, and the growing surface charge pulls counter-ions closer to the wall. If the charge stayed at its 1 mmol/L value, the ratio would fall only to 0.787 at 10 mmol/L. If $\delta=0$ and nothing is adsorbed, $\sigma_\zeta=\sigma_0$, but even then $\zeta=\psi_d$, not $\psi_0$.

\textbf{Q.} The sign of $\zeta$ must still be the sign of the surface.

\textbf{A.} Not necessarily. The Stern plane can hold more opposite charge than the solid carries. Let ions bound there contribute $\sigma_{\rm ads}$. Equation~(\ref{stern}) is unchanged, but the left side of (\ref{grahame}) becomes $\sigma_0+\sigma_{\rm ads}$. Take $\sigma_0=-0.3$ and $\sigma_{\rm ads}=+0.4\,e/\mathrm{nm}^2$ at 10 mmol/L. The diffuse layer faces a net charge of $+0.1\,e/\mathrm{nm}^2$, so $\psi_d=+57.0$ mV and $\zeta=+47.1$ mV. At the solid,
\begin{equation}
\psi_0=57.0+361.9(-0.3)=-51.6\ \mathrm{mV}.
\end{equation}
The adsorbed amount is imposed here; predicting it would need a binding law. By the same balance, $\zeta=0$ means $\sigma_0=-\sigma_{\rm ads}$, not $\sigma_0=0$.

\textbf{Q.} So what may I report from my two measurements?

\textbf{A.} Report the potential at the slip plane, with the salt concentration and pH. To infer $\psi_0$ you need further information: the distance $\delta$, which leads from $\zeta$ back to $\psi_d$, and the Stern capacitance and surface charge, which give the remaining drop; the charge follows from (\ref{grahame}) only if nothing is adsorbed. The result is sensitive to $\delta$: with the model $C_S$ and no adsorption, $\zeta=-24$ mV at 100 mmol/L gives $\psi_0=-65$ mV for $\delta=0$ and $-264$ mV for $\delta=1$ nm. You also need the model to hold, with a smooth wall and uniform charge. When you compare salt concentrations, ask too whether $d$ and $\delta$ stay the same. If $\delta$ does change, part of the trend in $\zeta$ comes from the moving slip plane. The remaining values for the three surfaces are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
temperature 298.15 K; kT/e 25.693 mV
dielectric constants: water 80, Stern 20
Stern thickness 0.4 nm; slip offset 0.5 nm
Bjerrum length 0.7006 nm
acid sites 2.0 per nm^2; pH 7.0; pK 6.0
Stern drop per charge 361.9 mV per e/nm^2
salt 1 mmol/L: Debye length 9.711 nm
salt 10 mmol/L: Debye length 3.071 nm
salt 100 mmol/L: Debye length 0.971 nm
potentials in mV, surface charge s0 in e/nm^2
acid sites, 1 mmol/L: psi0 -137.8, psi_d -105.4, zeta -96.2, s0 -0.0895
acid sites, 10 mmol/L: psi0 -124.9, psi_d -72.9, zeta -59.0, s0 -0.1438
acid sites, 100 mmol/L: psi0 -114.9, psi_d -40.7, zeta -23.5, s0 -0.2051
fixed charge, 1 mmol/L: psi0 -181.3, psi_d -129.3, zeta -115.2, s0 -0.1438
fixed charge, 10 mmol/L: psi0 -124.9, psi_d -72.9, zeta -59.0, s0 -0.1438
fixed charge, 100 mmol/L: psi0 -81.9, psi_d -29.9, zeta -17.5, s0 -0.1438
fixed potential, 1 mmol/L: psi0 -124.9, psi_d -97.4, zeta -89.4, s0 -0.0760
fixed potential, 10 mmol/L: psi0 -124.9, psi_d -72.9, zeta -59.0, s0 -0.1438
fixed potential, 100 mmol/L: psi0 -124.9, psi_d -43.8, zeta -25.2, s0 -0.2242
slopes at 10 mmol/L, in mV per decade of salt
acid sites: psi0 11.6, psi_d 33.4, zeta 38.0
fixed charge: psi0 52.6, psi_d 52.6, zeta 52.0
fixed potential: psi0 0.0, psi_d 28.0, zeta 34.1
acid sites, 10 mmol/L: ionized fraction 0.0719
acid sites, 10 mmol/L: C_R/C_S 1.879, dpsi0/dpsi_d 0.347
acid sites: charge inferred from zeta, and potential from flow
1 mmol/L: inferred -0.0743 e/nm^2, fraction of s0 0.830, flow gives -96.2 mV
10 mmol/L: inferred -0.1049 e/nm^2, fraction of s0 0.730, flow gives -59.0 mV
100 mmol/L: inferred -0.1108 e/nm^2, fraction of s0 0.540, flow gives -23.5 mV
same charge and salt (10 mmol/L), two Stern dielectric constants
Stern constant 20: psi0 -124.9 mV, zeta -59.0 mV
Stern constant 10: psi0 -176.9 mV, zeta -59.0 mV
sign reversal, 10 mmol/L: surface charge -0.3 e/nm^2, adsorbed 0.4 e/nm^2
sign reversal: psi0 -51.6 mV, psi_d 57.0 mV, zeta 47.1 mV
\end{verbatim}
